\section*{Facet areas of a cubic Wulff shape and the marginal (110) plane}

\section*{Question}

I am working on an exercise about the equilibrium shape of a cubic crystal with only $\{100\}$ and $\{111\}$ facets. I have to find what fraction of the surface belongs to each family as a function of $\gamma_{100}/\gamma_{111}$, and the ratios at which one family disappears.

I started from an octahedron and cut off its six vertices. Each cut leaves a square, and its area is easy to write down. But when I make $\gamma_{100}$ small, my square becomes larger than the face of the cube that I expect to end up with, so something goes wrong on the way.

The second part asks about $(110)$ in an fcc crystal, with surface energies from counting broken nearest-neighbour bonds. When I add the $\{110\}$ planes to my numerical construction, they are sometimes listed as facets and sometimes not, depending on rounding. Is there a $(110)$ facet or isn't there?

\section*{Answer}

Your square is correct over part of the range. Below a certain ratio the pyramids cut from neighbouring vertices overlap, the squares stick out through each other, and the shape needs a second description. The $(110)$ trouble is not a programming fault: the plane touches the crystal without cutting it, as shown below.

\subsection*{Setting up the shape}

The surface energy $\gamma(\mathbf n)$ is the energy per area of a surface with unit normal $\mathbf n$. I take the Wulff construction as the starting point: the shape of least surface energy at fixed volume consists of all points $\mathbf x$ with $\mathbf n\cdot\mathbf x\le\gamma(\mathbf n)$ for every $\mathbf n$, up to an overall scale. Edge energies and elastic strain are neglected. Since area fractions do not depend on the scale, we may set the distances of the facets from the centre to $h_{100}=\gamma_{100}$ and $h_{111}=\gamma_{111}$. Lengths in the construction then carry the unit of $\gamma$.

For the first part, assume that all other orientations are too costly to cut the shape. The $\{100\}$ planes require $|x|,|y|,|z|\le h_{100}$. The $\{111\}$ planes require $(\pm x\pm y\pm z)/\sqrt3\le h_{111}$ for all signs, which is
\begin{equation}
|x|+|y|+|z|\le L,\qquad L=\sqrt3\,h_{111}.
\end{equation}
Define
\begin{equation}
r=\frac{\gamma_{100}}{\gamma_{111}},\qquad t=\frac{h_{100}}{L}=\frac{r}{\sqrt3},\qquad s=1-t,\qquad q=3t-1 .
\end{equation}

The cube has its corner at $(h_{100},h_{100},h_{100})$. The $\{111\}$ planes leave it uncut if $3h_{100}\le L$, that is $t\le1/3$ or $r\le1/\sqrt3$. The octahedron has its vertex at $(L,0,0)$. The $\{100\}$ planes leave it uncut if $h_{100}\ge L$, that is $t\ge1$ or $r\ge\sqrt3$. Between these limits both families are present.

\subsection*{Where the square stops being a square}

On the plane $x=h_{100}=Lt$ the remaining conditions are
\begin{equation}
|y|+|z|\le L-h_{100}=Ls,\qquad |y|,|z|\le Lt .
\end{equation}
The first is your square, standing on its corner, with half-diagonal $Ls$. It satisfies the second condition only if $s\le t$, or $t\ge1/2$. At $t=1/2$, where $r=\sqrt3/2$, neighbouring squares meet at their corners. For smaller $t$ the corners of your square stick out beyond the cube face. At the cube limit $t=1/3$ your formula gives $2L^2s^2=8L^2/9$, twice the true face area $(2Lt)^2=4L^2/9$.

\paragraph{Truncated octahedron, $1/2\le t\le1$.} A square with half-diagonal $Ls$ has area $2L^2s^2$, so the six squares give
\begin{equation}
A_{100}=12L^2s^2 .
\end{equation}
The uncut octahedron face $x+y+z=L$, $x,y,z\ge0$, is an equilateral triangle of side $\sqrt2L$ and area $(\sqrt3/4)(2L^2)=\sqrt3L^2/2$. The cut $x>Lt$ removes a similar triangle, smaller by the factor $s$. The three removed triangles do not overlap, because $x>Lt$ and $y>Lt$ together would need $x+y>2Lt\ge L$. For eight faces,
\begin{equation}
A_{111}=8\cdot\frac{\sqrt3}{2}L^2(1-3s^2)=4\sqrt3\,L^2(1-3s^2).
\end{equation}
Dividing numerator and denominator of $A_{100}/(A_{100}+A_{111})$ by $4\sqrt3L^2$ gives
\begin{equation}
f_{100}=\frac{\sqrt3\,s^2}{\sqrt3\,s^2+1-3s^2}
=\frac{\sqrt3\,s^2}{1-(3-\sqrt3)s^2}.
\label{eq:octa}
\end{equation}

\paragraph{Truncated cube, $1/3\le t\le1/2$.} The face is now a square of side $2Lt$ with four corners removed. At the edge $z=Lt$, the corner with $y>0$ is removed from $y=Ls-Lt=L(1-2t)$ to $y=Lt$. Its leg is therefore $L(3t-1)=Lq$ and its area $L^2q^2/2$. Since $1-2t\ge0$, the removed corners do not overlap, and
\begin{equation}
A_{100}=6L^2\left(4t^2-4\cdot\frac{q^2}{2}\right)=L^2(24t^2-12q^2).
\end{equation}
On the face $x+y+z=L$ put $u=Lt-x$, $v=Lt-y$, $w=Lt-z$. These are non-negative and add up to $3Lt-L=Lq$, which describes an equilateral triangle of side $\sqrt2Lq$. Its points have $x\ge0$, because $u\le Lq\le Lt$ when $t\le1/2$; the same holds for $y$ and $z$. Hence
\begin{equation}
A_{111}=8\cdot\frac{\sqrt3}{2}L^2q^2=4\sqrt3\,L^2q^2,
\end{equation}
and division by $4\sqrt3L^2$ gives
\begin{equation}
f_{111}=\frac{q^2}{2\sqrt3\,t^2-\sqrt3q^2+q^2}
=\frac{q^2}{2\sqrt3\,t^2-(\sqrt3-1)q^2}.
\label{eq:cube}
\end{equation}
In both ranges $f_{100}+f_{111}=1$. At $t=1/2$ we have $s=q=1/2$, and both descriptions give $A_{100}=3L^2$, $A_{111}=\sqrt3L^2$ and $f_{111}=1/(1+\sqrt3)=0.366$.

\subsection*{What the fractions say}

Just below $r=\sqrt3$, equation~(\ref{eq:octa}) gives $f_{100}\approx\sqrt3s^2$. Just above $r=1/\sqrt3$, the denominator in~(\ref{eq:cube}) is close to $2\sqrt3/9$, so $f_{111}\approx(3\sqrt3/2)q^2$. A new facet thus appears with an area quadratic in the distance from the limit: its side grows linearly from a point.

Equal areas require $12s^2=4\sqrt3(1-3s^2)$, or $s^2=1/(3+\sqrt3)$. This gives
\begin{equation}
r=\sqrt3\left(1-\frac1{\sqrt{3+\sqrt3}}\right)=0.936,
\end{equation}
not $r=1$. Some computed values are:
\begin{center}
\begin{tabular}{ccc}
$r$ & $f_{100}$ & $f_{111}$\\
0.50 & 1.000 & 0.000\\
0.70 & 0.915 & 0.085\\
0.866 & 0.634 & 0.366\\
1.00 & 0.400 & 0.600\\
1.40 & 0.067 & 0.933\\
1.80 & 0.000 & 1.000
\end{tabular}
\end{center}

\subsection*{Does this shape really minimise the energy?}

That no other shape does better is the content of the Wulff theorem, which I have assumed. Within the present family we can check it. Set $h_{111}=1$, let $x=h_{100}/h_{111}$ be a trial ratio, and measure energy in units of $\gamma_{111}$, so that $F=rA_{100}+A_{111}$. Comparison at fixed volume $V$ means minimising $FV^{-2/3}$, which does not change when the crystal is scaled.

Moving the facets outward changes the volume by $dV=A_{100}\,dh_{100}+A_{111}\,dh_{111}$. The areas are therefore derivatives of $V$, and equality of the mixed second derivatives gives $\partial A_{111}/\partial h_{100}=\partial A_{100}/\partial h_{111}$. Because $A_{100}$ is quadratic under scaling of both distances,
\begin{equation}
h_{100}\frac{\partial A_{100}}{\partial h_{100}}+h_{111}\frac{\partial A_{100}}{\partial h_{111}}=2A_{100}.
\end{equation}
With a prime for $\partial/\partial h_{100}$, it follows at $h_{111}=1$ that $A_{111}'=2A_{100}-xA_{100}'$, hence
\begin{equation}
F'=2A_{100}+(r-x)A_{100}' .
\end{equation}
Splitting the crystal into pyramids with their tips at the centre gives $3V=xA_{100}+A_{111}$, so $F=3V+(r-x)A_{100}$. With $V'=A_{100}$,
\begin{align}
\frac{d}{dx}\left(FV^{-2/3}\right)
&=V^{-2/3}\left[F'-\frac{2FA_{100}}{3V}\right]\nonumber\\
&=V^{-2/3}(r-x)\left[A_{100}'-\frac{2A_{100}^2}{3V}\right].
\end{align}
If the last bracket is negative, the energy falls for $x<r$ and rises for $x>r$, so the minimum is at $x=r$.

In the truncated octahedron $A_{100}=12(L-h_{100})^2$ decreases with $h_{100}$, and the bracket is negative. In the truncated cube its sign does not depend on scale, so take $L=1$, $h_{100}=t=(1+q)/3$ and $h_{111}=1/\sqrt3$. Then
\begin{align}
A_{100}&=24t^2-12q^2=\tfrac83\left(1+2q-\tfrac72q^2\right),\\
A_{100}'&=48t-72q=16-56q,\\
3V&=tA_{100}+\tfrac{1}{\sqrt3}A_{111}=24t^3-12tq^2+4q^2\nonumber\\
&=24t^3-4q^3=\tfrac89\left(1+3q+3q^2-\tfrac72q^3\right).
\end{align}
Multiplying out,
\begin{align}
2A_{100}^2&=\tfrac{128}{9}\left(1+4q-3q^2-14q^3+\tfrac{49}{4}q^4\right),\\
3VA_{100}'&=\tfrac{128}{9}\left(1-\tfrac12q-\tfrac{15}{2}q^2-14q^3+\tfrac{49}{4}q^4\right),
\end{align}
so $2A_{100}^2-3VA_{100}'=64q(1+q)>0$ for $q>0$, and the bracket is again negative. If $r$ lies outside the range from $1/\sqrt3$ to $\sqrt3$, the minimum is at the nearer end: the complete cube or octahedron.

\subsection*{Surface energies from broken bonds}

Now take an fcc crystal with cubic lattice constant $a$. Each nearest-neighbour bond costs $\varepsilon$ to break, the atoms do not relax, and temperature is zero. Cutting the crystal creates two surfaces, so each is charged $\varepsilon/2$ per broken bond.

There are $4/a^3$ atoms per volume. A bond vector $\mathbf d$ with $\mathbf d\cdot\mathbf n>0$ crosses the cut if it starts within a depth $\mathbf d\cdot\mathbf n$ below it, which gives $(4/a^3)\,\mathbf d\cdot\mathbf n$ cut bonds per area. Thus
\begin{equation}
\gamma(\mathbf n)=\frac{\varepsilon}{2}\,\frac4{a^3}\sum_{\mathbf d\cdot\mathbf n>0}\mathbf d\cdot\mathbf n .
\label{eq:bondsum}
\end{equation}
The twelve neighbours lie at $(a/2)(\pm1,\pm1,0)$ and permutations. Let $n_1\ge n_2\ge n_3\ge0$ be the sorted absolute values of the components of $\mathbf n$. The four neighbours in the plane of axes $i$ and $j$ contribute
\begin{equation}
\frac a2\left(|n_i+n_j|+|n_i-n_j|\right)=a\max(n_i,n_j).
\end{equation}
The three pairs of axes give $a(n_1+n_1+n_2)$, and therefore
\begin{equation}
\gamma(\mathbf n)=\frac{2\varepsilon}{a^2}(2n_1+n_2).
\label{eq:gamma}
\end{equation}
In units of $\varepsilon/a^2$, which I use from here on,
\begin{equation}
\gamma_{100}=4,\qquad \gamma_{111}=2\cdot\frac{3}{\sqrt3}=2\sqrt3,\qquad
\gamma_{110}=2\cdot\frac3{\sqrt2}=3\sqrt2 .
\end{equation}
The ratio is $r=2/\sqrt3=1.155$, so $t=2/3$ and $s=1/3$. Equation~(\ref{eq:octa}) gives
\begin{equation}
f_{100}=\frac{\sqrt3/9}{1-(3-\sqrt3)/9}=\frac{\sqrt3}{6+\sqrt3}=0.224,\qquad f_{111}=0.776 .
\end{equation}

\subsection*{Why (110) is marginal}

How far does the $\{100\}/\{111\}$ shape reach along $[110]$? We need the largest $(x+y)/\sqrt2$. The facets impose $x+y\le L$ and $x+y\le2h_{100}$. The smaller bound is reached, at $(L/2,L/2,0)$ or at $(h_{100},h_{100},0)$. The reach is therefore
\begin{equation}
\frac{\min(L,2h_{100})}{\sqrt2}=\min\left(\sqrt{\tfrac32}\,\gamma_{111},\ \sqrt2\,\gamma_{100}\right).
\label{eq:reach}
\end{equation}
A $(110)$ facet appears if $\gamma_{110}$ is smaller than this. In the model $L=6$ and $2h_{100}=8$, so the reach is $6/\sqrt2=3\sqrt2$, which equals $\gamma_{110}$.

The points of contact satisfy $x+y=6$. The condition $|x|+|y|+|z|\le6$ then forces $z=0$, and $x,y\le4$ leaves the segment from $(4,2,0)$ to $(2,4,0)$. This is a whole edge, of length $2\sqrt2$, but it has no area. So there is no $(110)$ facet of finite size, and a rounding error in either direction decides what your program lists.

There is a direct energetic reading. Replace a flat $(110)$ surface by ridges with $(111)$ and $(11\bar1)$ sides. Each side is tilted by an angle with cosine $2/\sqrt6=\sqrt{2/3}$, so the area grows by $\sqrt{3/2}=1.225$. The energy per projected area is $\sqrt{3/2}\cdot2\sqrt3=3\sqrt2$, the same as before. With edge energies neglected, the model does not prefer either surface.

Nor is $(110)$ special in being marginal. The corners of the square on $x=4$ are $(4,\pm2,0)$ and $(4,0,\pm2)$, so the vertices of the whole shape are the signed permutations of $(4,2,0)$. The largest value of $\mathbf n\cdot\mathbf x$ over the shape is reached at a vertex. It is found by pairing the largest components, which gives $4n_1+2n_2$. This is~(\ref{eq:gamma}) again. Every plane of the Wulff construction therefore touches the shape: $\{100\}$ and $\{111\}$ along facets, all others along an edge or at a vertex.

\subsection*{A numerical case}

Take the round model parameters $\varepsilon=0.20$~eV and $a=0.40$~nm, not meant for a particular metal. The unit $\varepsilon/a^2$ is then $0.2003$~J/m$^2$, and
\begin{align}
\gamma_{100}&=4.000\times0.2003=0.80\ \text{J/m}^2,\\
\gamma_{111}&=3.464\times0.2003=0.69\ \text{J/m}^2,\\
\gamma_{110}&=4.243\times0.2003=0.85\ \text{J/m}^2 .
\end{align}
The bonds can also be counted on the lattice. A $(110)$ surface cell of area $0.7071\,a^2$ has 6 cut bonds, so $\gamma_{110}=\tfrac12\cdot6/0.7071=4.243$, as above.

\subsection*{How easily the balance tips}

Lower $\gamma_{110}$ by $\delta$, in units of $\varepsilon/a^2$, and keep the other two energies. The new plane is $x+y=6-\sqrt2\delta$. On it $|z|\le\sqrt2\delta$, a width of $2\sqrt2\delta$. The limits $x,y\le4$ let $x$ run from $2-\sqrt2\delta$ to $4$, a length of $\sqrt2(2+\sqrt2\delta)$ along the facet. Each of the twelve facets has the area
\begin{equation}
2\sqrt2\,\delta\cdot\sqrt2(2+\sqrt2\delta)=4\delta(2+\sqrt2\delta).
\end{equation}
This holds as long as the other $\{110\}$ planes do not cut the rectangle. The most demanding condition is $x+|z|\le4+\sqrt2\delta\le6-\sqrt2\delta$, or $\delta\le1/\sqrt2$. Lowering $\gamma_{110}$ by 1\%, so that $\delta=0.042$, gives the $\{110\}$ family 2.0\% of the surface. Raising it by 1\% gives none.

A physical change that tips the balance is a second-neighbour bond of energy $\rho\varepsilon$ with $\rho>0$. These neighbours lie at $a(\pm1,0,0)$ and permutations. The sum in~(\ref{eq:bondsum}) is then $a(n_1+n_2+n_3)$, which adds $2\rho(n_1+n_2+n_3)$ to $\gamma$:
\begin{equation}
\gamma_{100}=4+2\rho,\quad \gamma_{111}=2\sqrt3(1+\rho),\quad \gamma_{110}=3\sqrt2+2\sqrt2\rho .
\end{equation}
Now $L=6+6\rho$, while the $(110)$ plane is $x+y=\sqrt2\gamma_{110}=6+4\rho$. On it $|z|\le2\rho$, a width of $4\rho$, and $x$ runs from $2+2\rho$ to $4+2\rho$, a length of $2\sqrt2$. Each $(110)$ facet has area $8\sqrt2\rho$. For $\rho=0.1$ the fractions are $f_{100}=0.275$, $f_{111}=0.670$ and $f_{110}=0.055$.

The equality $\gamma_{110}=\sqrt{3/2}\,\gamma_{111}$ is thus a property of the nearest-neighbour model with a fixed energy per bond. It also fails if only nearest neighbours count but the energy of an atom with $Z$ neighbours is $-\xi\sqrt Z$. A $(111)$ cell of area $0.4330\,a^2$ has one atom with $Z=9$, and a $(110)$ cell of area $0.7071\,a^2$ has atoms with $Z=7$ and $Z=11$, so $\gamma_{111}=(\sqrt{12}-3)\,\xi/0.4330a^2=1.072\,\xi/a^2$ and $\gamma_{110}=(2\sqrt{12}-\sqrt7-\sqrt{11})\,\xi/0.7071a^2=1.366\,\xi/a^2$. Their ratio, $1.274$, exceeds $\sqrt{3/2}=1.225$, and by~(\ref{eq:reach}) the $(110)$ plane then misses the shape. In a real fcc crystal, whether $(110)$ facets appear depends on what the bond-counting model omits, such as coordination-dependent and longer-ranged bonding, relaxation and temperature. The numerical check checks the area formulas against a numerical intersection of half-spaces, and the surface energies against bonds counted atom by atom.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cube limit r = 0.5774, octahedron limit r = 1.7321
square facets meet at corners: r = 0.8660
equal total areas at r = 0.9358
r = gamma100/gamma111, area fractions f100, f111:
  r = 0.5000  f100 = 1.0000  f111 = 0.0000
  r = 0.6000  f100 = 0.9963  f111 = 0.0037
  r = 0.7000  f100 = 0.9153  f111 = 0.0847
  r = 0.8000  f100 = 0.7640  f111 = 0.2360
  r = 0.8660  f100 = 0.6340  f111 = 0.3660
  r = 1.0000  f100 = 0.4000  f111 = 0.6000
  r = 1.1547  f100 = 0.2240  f111 = 0.7760
  r = 1.4000  f100 = 0.0668  f111 = 0.9332
  r = 1.6000  f100 = 0.0101  f111 = 0.9899
  r = 1.8000  f100 = 0.0000  f111 = 1.0000
energy-minimising h100/h111 found numerically:
  r = 0.5000  h100/h111 = 0.5774
  r = 0.7000  h100/h111 = 0.7000
  r = 1.0000  h100/h111 = 1.0000
  r = 1.1547  h100/h111 = 1.1547
  r = 1.9000  h100/h111 = 1.7321
model bond energy = 0.20 eV
model lattice constant = 0.40 nm
energy unit eps/a^2 = 0.2003 J/m^2
(100): cut bonds per cell = 4, cell area = 0.5000 a^2
  gamma = 4.0000 eps/a^2 = 0.8011 J/m^2
(111): cut bonds per cell = 3, cell area = 0.4330 a^2
  gamma = 3.4641 eps/a^2 = 0.6938 J/m^2
(110): cut bonds per cell = 6, cell area = 0.7071 a^2
  gamma = 4.2426 eps/a^2 = 0.8497 J/m^2
broken-bond ratio r = 1.1547
broken-bond f100 = 0.2240, f111 = 0.7760
reach of shape along [110] = 0.8497 J/m^2
|reach - gamma110| below 1e-9 eps/a^2: True
contact edge length = 2.8284 eps/a^2
hill-and-valley area / flat area = 1.2247
hill-and-valley energy = 0.8497 J/m^2
gamma110 raised 1%: f110 = 0.0000
gamma110 lowered 1%: f110 = 0.0197
second-neighbour ratio rho = 0.10:
  gamma100, gamma111, gamma110 = 4.2000, 3.8105, 4.5255 eps/a^2
  f100 = 0.2748, f111 = 0.6704, f110 = 0.0547
\end{verbatim}
